\section*{Separating surface and bulk recombination with two wafer thicknesses}

\section{The problem}

Two p-type silicon wafers are cut from the same crystal, and all four large faces receive the same oxide. One wafer is $W_1=100\ \mu\mathrm{m}$ thick, the other $W_2=300\ \mu\mathrm{m}$. A short flash of light creates excess electrons and holes, and a probe follows the decay of their total number. After a brief initial transient both decays are exponential, with effective lifetimes $\tau_1=333\ \mu\mathrm{s}$ and $\tau_2=600\ \mu\mathrm{s}$.

Electrons are lost in the bulk, with lifetime $\tau_b$, and at the faces, with surface recombination velocity $S$. This velocity is defined by the loss at one face: the number of electrons recombining there per unit area and time is $S$ times the excess density $n$ just inside it. Find $S$ and $\tau_b$, taking both to be the same in the two wafers, and state when the method holds.

The temperature is 300 K. The electron mobility is roughly $\mu=1350\ \mathrm{cm^2/Vs}$ and the doping roughly $10^{15}\ \mathrm{cm^{-3}}$. The excess density is far below the doping (low injection), so that each loss rate is proportional to $n$.

\section{A tempting solution}

The thick wafer has its faces far apart, so one may regard its lifetime as that of the bulk: $\tau_b=600\ \mu\mathrm{s}$. The thin wafer decays faster because of its surfaces. Its total rate is $1/\tau_1=3003\ \mathrm{s^{-1}}$, the supposed bulk rate is $1/\tau_2=1666.7\ \mathrm{s^{-1}}$, and the difference, $1336.3\ \mathrm{s^{-1}}$, is assigned to the two faces. A layer of thickness $W_1$ and uniform density $n$ holds $nW_1$ electrons per unit area and loses $2Sn$ per unit area and time, so the surface rate is $2S/W_1$. Hence
\begin{equation}
S_{\rm wrong}=\frac{W_1}{2}\left(\frac1{\tau_1}-\frac1{\tau_2}\right)
=\frac{0.01\ \mathrm{cm}}{2}\times1336.3\ \mathrm{s^{-1}}=6.68\ \mathrm{cm/s}.
\end{equation}

\section{Where it fails}

Apply the answer to the thick wafer. It has the same faces, so its surface rate would be $2\times6.68/0.03=445\ \mathrm{s^{-1}}$. Added to the supposed bulk rate this gives $2112\ \mathrm{s^{-1}}$, a lifetime of $473\ \mu\mathrm{s}$. The measured value is $600\ \mu\mathrm{s}$, so the solution contradicts one of its own data.

The expression $2S/W_1$ is sound. The fault lies in the first sentence: a wafer three times as thick still has one third of the surface rate, not zero. That third was counted as bulk recombination and then subtracted from the thin wafer as well. The cure is to keep the surface term in both wafers. First, the uniform density assumed above needs a justification.

\section{The balance of electrons}

Let $x$ run from one face, $x=0$, to the other, $x=W$. The wafer is wide and evenly lit, so $n$ depends on $x$ and $t$ alone. At low injection the electrons move by diffusion, and
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.
\label{cont}
\end{equation}
The diffusion coefficient follows from the Einstein relation,
\begin{equation}
D=\mu\frac{k_BT}{e}=1350\ \mathrm{cm^2/Vs}\times0.025852\ \mathrm{V}=34.9\ \mathrm{cm^2/s}.
\end{equation}

The particle flux in the $+x$ direction is $-D\,\partial n/\partial x$. At $x=W$ this is the outward flux. At $x=0$ outward means $-x$, and the sign reverses. Each outward flux feeds the recombination at its face:
\begin{equation}
-D\left.\frac{\partial n}{\partial x}\right|_{W}=S\,n(W),\qquad
D\left.\frac{\partial n}{\partial x}\right|_{0}=S\,n(0).
\label{bc}
\end{equation}
Let $N=\int_0^W n\,dx$ be the number of excess electrons per unit area. Integrating (\ref{cont}) over the thickness and using (\ref{bc}) gives
\begin{align}
\frac{dN}{dt}&=D\left.\frac{\partial n}{\partial x}\right|_{W}-D\left.\frac{\partial n}{\partial x}\right|_{0}-\frac{N}{\tau_b}\nonumber\\
&=-S\,[n(W)+n(0)]-\frac{N}{\tau_b}.
\end{align}
No approximation has been made since (\ref{cont}). If the density is nearly uniform, then $n(0)\simeq n(W)\simeq N/W$, and
\begin{equation}
\frac{dN}{dt}=-\left(\frac1{\tau_b}+\frac{2S}{W}\right)N
\quad\Longrightarrow\quad
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac{2S}{W}.
\label{slow}
\end{equation}
The factor 2 counts the faces. If they had different velocities $S_a$ and $S_b$, the same step would give $(S_a+S_b)/W$, and the method would return their mean.

\section{When the density is nearly uniform}

Measure position from the mid-plane, $u=x-W/2$, and try the symmetric solution $n=A\,e^{-rt}\cos(\alpha u)$. Two derivatives of the cosine give $-\alpha^2$, so (\ref{cont}) requires
\begin{equation}
r=\frac1{\tau_b}+D\alpha^2 .
\end{equation}
Thus $R=D\alpha^2$ is the part of the decay rate due to the surfaces. At $u=W/2$ condition (\ref{bc}) reads $D\alpha\sin(\alpha W/2)=S\cos(\alpha W/2)$. With $y=\alpha W/2$, division by the cosine and multiplication by $W/(2D)$ give
\begin{equation}
y\tan y=h,\qquad h=\frac{SW}{2D},\qquad R=\frac{4Dy^2}{W^2}.
\label{mode}
\end{equation}
The slowest decay belongs to the root between $0$ and $\pi/2$.

For a slow surface, $h\ll1$, the root is small. Since $\tan y=y+y^3/3+\dots$, the condition becomes $y^2+y^4/3+\dots=h$. To lowest order $y^2=h$; putting this into the small second term gives $y^2=h-h^2/3+\dots$. Therefore
\begin{align}
R&=\frac{4D}{W^2}\left(\frac{SW}{2D}-\frac{S^2W^2}{12D^2}+\dots\right)\nonumber\\
&=\frac{2S}{W}-\frac{S^2}{3D}+\dots
\label{corr}
\end{align}
The first term is the surface rate in (\ref{slow}). The correction is negative because diffusion must carry electrons to the faces, which leaves the density there slightly below the average. The ratio of edge to centre density is
\begin{equation}
\cos y\simeq1-\frac{y^2}{2}\simeq1-\frac{SW}{4D}.
\end{equation}

The flash does not create a cosine profile, so faster modes are present at first. The next one is antisymmetric, $\sin(\alpha u)$. Its boundary condition, $-D\alpha\cos y=S\sin y$, has its first root just above $y=\pi/2$ when $h\ll1$. By (\ref{mode}) its surface rate is then about $\pi^2D/W^2$. In the thick wafer it dies with a time constant of $2.6\ \mu\mathrm{s}$, far shorter than the lifetime to be read. With equal faces it adds nothing to the total number $N$, because its integral over the thickness is zero; the transient in $N$ comes from the symmetric modes above the slowest, which die faster still.

\section{The right solution}

Write $r_1=1/\tau_1$ and $r_2=1/\tau_2$. Equation (\ref{slow}) holds for each wafer:
\begin{equation}
r_1=\frac1{\tau_b}+\frac{2S}{W_1},\qquad r_2=\frac1{\tau_b}+\frac{2S}{W_2}.
\end{equation}
Subtraction removes the bulk term:
\begin{equation}
S=\frac{r_1-r_2}{2\,(1/W_1-1/W_2)}.
\label{S}
\end{equation}
To remove $S$ instead, multiply each equation by its thickness, so that both surface terms become $2S$, and subtract:
\begin{equation}
W_2r_2-W_1r_1=\frac{W_2-W_1}{\tau_b}
\;\Longrightarrow\;
\frac1{\tau_b}=\frac{W_2r_2-W_1r_1}{W_2-W_1}.
\label{tb}
\end{equation}

With $1/W_1=100\ \mathrm{cm^{-1}}$ and $1/W_2=33.33\ \mathrm{cm^{-1}}$,
\begin{equation}
S=\frac{1336.3\ \mathrm{s^{-1}}}{2\times66.67\ \mathrm{cm^{-1}}}=10.02\ \mathrm{cm/s}=0.1002\ \mathrm{m/s},
\end{equation}
and
\begin{equation}
\frac1{\tau_b}=\frac{0.03\times1666.7-0.01\times3003}{0.02}\ \mathrm{s^{-1}}=998.5\ \mathrm{s^{-1}},
\end{equation}
so that $\tau_b=1.002\ \mathrm{ms}$.

The surface velocity is near 10 cm/s and the bulk lifetime near 1 ms. Inserting these two rounded values into the full mode condition (\ref{mode}) returns $333.4$ and $600.3\ \mu\mathrm{s}$, in agreement with both data.

The surface rate is $2004.5\ \mathrm{s^{-1}}$ in the thin wafer and $668.2\ \mathrm{s^{-1}}$ in the thick one, or 66.8\% and 40.1\% of the respective totals. The 40.1\% is what the tempting solution took for bulk recombination. Comparing its formula with (\ref{S}) gives $S_{\rm wrong}=S(1-W_1/W_2)$, here two thirds of the right value. The error would vanish for a very thick second wafer lit evenly through its depth. After a flash from one side, the electrons stay near that face for a time that grows as $W^2/D$, and in a wafer several millimetres thick this initial transient is no longer brief. To bring the surface share down to 5\%, $2S/W$ must be $1/19$ of the bulk rate, which requires a thickness of about 4 mm.

Bulk and surface losses are equal at $W=2S\tau_b$, about $200\ \mu\mathrm{m}$ here. The two wafers lie on either side of this thickness, so each loss dominates in one of them.

\section{Is the surface really slow?}

For the thick wafer $h=0.00431$, and the density at the edge is 0.99785 of that at the centre. The uniform profile is a good approximation. An equivalent statement is that $S$ lies far below $2D/W=2327\ \mathrm{cm/s}$.

The correction in (\ref{corr}) has a useful property: $S^2/(3D)$ does not contain $W$. It is the same in both wafers, cancels from $r_1-r_2$, and leaves $S$ unchanged at this order. It enters the bulk term: what (\ref{tb}) yields is really $1/\tau_b-S^2/(3D)$. Solving (\ref{mode}) numerically for both wafers gives $S=10.023\ \mathrm{cm/s}$ and raises the bulk rate by $0.958\ \mathrm{s^{-1}}$, or 0.1\%. The bulk lifetime becomes $1.0005\ \mathrm{ms}$.

A direct numerical solution of (\ref{cont}) and (\ref{bc}) includes the initial transient too. The thick wafer was lit from one side, with an absorption depth of $10\ \mu\mathrm{m}$, and the total number of electrons was compared at 20 and 40 $\mu$s after the flash. The decay between these times has a lifetime of $600.35\ \mu\mathrm{s}$. The excess over 600 $\mu$s is the same diffusion correction: $0.958/1666.7$ is 0.06\%.

In the opposite limit, $h\gg1$, the root of (\ref{mode}) approaches $\pi/2$ and the surface rate approaches $\pi^2D/W^2$. Electrons then recombine as fast as diffusion delivers them, and the lifetime hardly depends on $S$. Between the limits, a $300\ \mu\mathrm{m}$ wafer with $S=10^4\ \mathrm{cm/s}$ has a true surface rate only 0.382 times $2S/W$.

Could a fast surface also fit the two measured lifetimes? Differentiate (\ref{mode}) with respect to $S$ at fixed $W$. From $y\tan y=h$ one has $(\tan y+y\sec^2y)\,dy/dS=W/(2D)$, and therefore
\begin{equation}
\frac{dR}{dS}=\frac{8Dy}{W^2}\frac{dy}{dS}
=\frac{4}{W}\,\frac{1}{\sec^2y+(\tan y)/y}.
\end{equation}
Both terms in the last denominator grow with $y$ between 0 and $\pi/2$. At a given $S$ the thicker wafer has the larger $h$, hence the larger $y$, and it also has the smaller $4/W$. Its surface rate therefore rises more slowly than that of the thin wafer, and $R_1-R_2$ increases steadily with $S$. It can equal the measured $1336.3\ \mathrm{s^{-1}}$ at one value of $S$ only. For the given $D$, the solution found is the only one.

\section{How well are the answers known?}

Suppose each lifetime has an independent relative error $f$. A small relative error of $\tau$ is an equal relative error of $r=1/\tau$, apart from the sign. Independent errors add in squares, so (\ref{S}) and (\ref{tb}) give
\begin{align}
\delta S&=\frac{f\sqrt{r_1^2+r_2^2}}{2(1/W_1-1/W_2)},\\
\delta\!\left(\frac1{\tau_b}\right)&=\frac{f\sqrt{(W_2r_2)^2+(W_1r_1)^2}}{W_2-W_1}.
\end{align}
For $f=3\%$ the first is $0.77\ \mathrm{cm/s}$, about 8\% of $S$, and the second is 8.8\% of the bulk rate. Taking differences has multiplied the relative error by about 2.6 for $S$ and 2.9 for the bulk rate. With such data one should report $S=10.0\pm0.8\ \mathrm{cm/s}$ and $\tau_b=1.00\pm0.09\ \mathrm{ms}$. An error common to both lifetimes behaves differently: if both are too long by 3\%, both rates are too small by the same factor, and so are $S$ and $1/\tau_b$.

A hidden difference between the wafers can matter more. Let the true values be $S=10\ \mathrm{cm/s}$ and $\tau_b=1\ \mathrm{ms}$, except that the thin wafer has a bulk lifetime of only $0.8\ \mathrm{ms}$. Its rate is then larger by $250\ \mathrm{s^{-1}}$. Formula (\ref{S}) assigns this to the surface and returns $11.9\ \mathrm{cm/s}$. Formula (\ref{tb}) subtracts too much and returns a bulk lifetime of $1.14\ \mathrm{ms}$, longer than that of either wafer.

Two data fix two unknowns, so they cannot reveal such a fault unless it is large enough to make $S$ or $1/\tau_b$ negative. A third wafer can, within limits. At $200\ \mu\mathrm{m}$ the solution predicts
\begin{equation}
\frac1{\tau_3}=998.5+\frac{2\times10.02}{0.02}=2001\ \mathrm{s^{-1}},\qquad \tau_3=499.8\ \mu\mathrm{s}.
\end{equation}
The tempting solution predicts $1666.7+668=2335\ \mathrm{s^{-1}}$, or $428\ \mu\mathrm{s}$, which a 3\% measurement would distinguish. The hidden bulk difference is harder to see. Its apparent values predict $485\ \mu\mathrm{s}$, while a third wafer with the true values would show $500\ \mu\mathrm{s}$. That gap of 3\% is about as large as the assumed error of one reading.

\section{Comparison with real wafers}

A velocity near 10 cm/s and a lifetime near 1 ms are plausible for lightly doped silicon of good quality under a well-annealed thermal oxide; poorly treated surfaces can be faster by orders of magnitude. One assumption open to doubt is a common, constant $S$. Charge in the oxide bends the bands at the surface, and $S$ can then depend on the excess density, so the two decays should be read at the same density. If the thin wafer had $S=11$ and the thick one $10\ \mathrm{cm/s}$, (\ref{S}) would return $(3\times11-10)/2=11.5\ \mathrm{cm/s}$, and (\ref{tb}) would give a bulk rate too low by $2\times1/0.02=100\ \mathrm{s^{-1}}$, about 10\%.

Other effects are listed below. For these numbers all except the space charge are smaller, the rim only if the decay is read later than about $0.2$ ms after the flash:
\begin{itemize}
\item \emph{Thickness.} If the thin wafer is really $98\ \mu\mathrm{m}$ thick, $S$ falls by 3\%.
\item \emph{Space charge.} In the dark, strong positive oxide charge can deplete a layer of roughly $0.9\ \mu\mathrm{m}$ at each face. Leaving these layers out of both thicknesses would by itself lower $S$ by about 2\%. But the bent bands also gather excess electrons at the surface, and these count in the measured total. If a face stores $5\times10^{10}$ of them per $\mathrm{cm^2}$, that is as many as $50\ \mu\mathrm{m}$ of wafer holds at an excess density of $10^{13}\ \mathrm{cm^{-3}}$. Such storage slows the decay, makes it depend on the excess density, and can spoil the result for $S$. A higher excess density helps only in part: at $10^{14}\ \mathrm{cm^{-3}}$, already a tenth of the doping, the same storage at both faces still equals 10\% of the electrons inside the thin wafer. With positive oxide charge the method therefore needs weak band bending, and at this doping that is a strict demand. In a simple electrostatic estimate (flat quasi-Fermi levels, no charge in interface states), with both decays read at $10^{13}\ \mathrm{cm^{-3}}$, a true $S=10\ \mathrm{cm/s}$ is returned as about $9.8$, $9.3$, $6.6$ and $2\ \mathrm{cm/s}$ for oxide charges of $2$, $3$, $5$ and $10\times10^{10}\ \mathrm{cm^{-2}}$; at $10^{14}\ \mathrm{cm^{-3}}$ the last case still gives only about $8\ \mathrm{cm/s}$. The charge must thus stay below roughly $3\times10^{10}\ \mathrm{cm^{-2}}$, less than many thermal oxides carry. A lifetime that changes as the density falls is a warning, but a steady lifetime is no proof that storage is absent. If the stored number is proportional to the excess density, the decay stays exponential and $S$ still comes out too low.
\item \emph{Rim.} Suppose that the rim of an evenly lit wafer of radius $a=5$ cm absorbs every electron. In $600\ \mu\mathrm{s}$ diffusion empties only a strip about $\sqrt{Dt}\simeq1.4$ mm wide, so the rim acts like a flat absorbing wall. Apart from the common decay, the flux into such a wall from an initially uniform density $n_0$ is $n_0\sqrt{D/(\pi t)}$. The rim has a length $2/a$ per unit area of wafer, so the added rate is $(2/a)\sqrt{D/(\pi t)}$, about $55\ \mathrm{s^{-1}}$ at $t=600\ \mu\mathrm{s}$. The slowest radial mode alone would give $8.1\ \mathrm{s^{-1}}$, but it takes tens of milliseconds to become dominant. At equal times the rim rate is equal in both wafers, so it cancels from $S$ if both decays are read over the same interval, and it counts as bulk loss. Lighting only the middle of the wafer, a centimetre or more from the rim, avoids it.
\item \emph{Radiative and Auger recombination.} At this doping they contribute roughly $5$ and $1\ \mathrm{s^{-1}}$. They are part of $1/\tau_b$ and likewise cancel from $S$.
\end{itemize}
The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
Thin wafer thickness: 100 um
Thick wafer thickness: 300 um
Thin wafer lifetime: 333 us
Thick wafer lifetime: 600 us
Temperature: 300 K
Mobility (rough): 1350 cm2/Vs
Doping (rough): 1e+15 cm^-3
Thermal voltage: 0.025852 V
Diffusion coefficient: 34.9 cm2/s
Thin wafer total rate: 3003 1/s
Thick wafer total rate: 1666.7 1/s
Rate difference: 1336.3 1/s
Surface velocity S: 10.02 cm/s
Surface velocity S in SI: 0.1002 m/s
Bulk rate: 998.5 1/s
Bulk lifetime: 1.002 ms
Thin wafer surface rate 2S/W: 2004.5 1/s
Thick wafer surface rate 2S/W: 668.2 1/s
Surface share, thin: 66.8 %
Surface share, thick: 40.1 %
Forward thin lifetime, S=10 cm/s, bulk 1 ms: 333.4 us
Forward thick lifetime, same values: 600.3 us
Predicted lifetime at 200 um: 499.8 us
S*W/(2D), thick wafer: 0.00431 (no unit)
Velocity scale 2D/W, thick wafer: 2327 cm/s
Edge/centre density, thick wafer: 0.99785 (no unit)
Profile relaxation time, thick wafer: 2.6 us
Simulated thick-wafer lifetime: 600.35 us
S from full mode condition: 10.023 cm/s
Bulk-rate shift from finite diffusion: 0.958 1/s
Bulk lifetime from full condition: 1.0005 ms
Fast-surface example S: 10000 cm/s
Fast case true/slow-law surface rate: 0.382 (no unit)
Assumed error of each lifetime: 3 %
Resulting error of S: 0.77 cm/s
Resulting relative error of bulk rate: 8.8 %
Bias test: thin-wafer bulk lifetime: 0.8 ms
Bias test: apparent S (true 10): 11.9 cm/s
Bias test: apparent bulk lifetime: 1.14 ms
Maximum depletion width per face: 0.88 um
S change if depletion excluded: -2.3 %
S change if thin wafer is 98 um: -3 %
Wafer radius for rim estimate: 5 cm
Rim recombination rate, absorbing rim: 8.1 1/s
Radiative rate (rough): 4.7 1/s
Auger rate (rough): 1 1/s
\end{verbatim}
